# Polarizabilities of planar hydrogen and a zero-range potential at equal binding: test program

```python
"""Static dipole polarizability alpha, defined by E2 = -alpha F^2/2 for V = F x.
Results under test, for binding energy kappa^2/2 in Hartree atomic units:
  planar hydrogen              alpha = 21/(8 kappa^4)  (21/128 for Z = 1)
  3D hydrogen-like atom        alpha = 9/(2 kappa^4)
  3D zero-range potential      alpha = 1/(4 kappa^4)
Ground states: r^(-s) exp(-kappa r) in d dimensions. The first-order state is
(x/r) u(r) times the ground state, with u = A r + B r^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, solveh_banded
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre, spherical_jn

KAPPA = 2.0
BINDING = KAPPA**2 / 2

# Symbolic check: apply the original Hamiltonian to the proposed solution.
r, k = sp.symbols("r kappa", positive=True)
cases = {
    "planar hydrogen": (2, 0, sp.Rational(21, 8)),
    "3D hydrogen-like": (3, 0, sp.Rational(9, 2)),
    "zero-range": (3, 1, sp.Rational(1, 4)),
}
exact = {}
for name, (d, s, coefficient) in cases.items():
    charge = k * sp.Rational(d - 1, 2) if s == 0 else sp.Integer(0)
    ground = r**(-s) * sp.exp(-k * r)
    B = -1 / (2 * k)
    A = B * (sp.Rational(d + 1, 2) - 2 * s) / k
    u = A * r + B * r**2

    def shifted_hamiltonian(radial, centrifugal):
        laplacian = (sp.diff(radial, r, 2) + (d - 1) * sp.diff(radial, r) / r
                     - centrifugal * radial / r**2)
        return -laplacian / 2 - charge * radial / r + k**2 * radial / 2

    assert sp.simplify(shifted_hamiltonian(ground, 0) / ground) == 0
    residual = shifted_hamiltonian(u * ground, d - 1) + r * ground
    assert sp.simplify(residual / ground) == 0

    def integral(power):
        integrand = r**(power + d - 1 - 2 * s) * sp.exp(-2 * k * r)
        return sp.integrate(integrand, (r, 0, sp.oo))

    norm = integral(0)
    r2 = sp.simplify(integral(2) / norm)
    r3 = sp.simplify(integral(3) / norm)
    for n, moment in ((2, r2), (3, r3)):
        gamma_form = sp.gamma(d - 2*s + n) / sp.gamma(d - 2*s) / (2*k)**n
        assert sp.simplify(moment - gamma_form) == 0
    alpha = sp.simplify(-sp.Rational(2, d) * (A * r2 + B * r3))
    assert sp.simplify(alpha - coefficient / k**4) == 0
    exact[name] = [float(q.subs(k, 2)) for q in
                   (sp.sympify(A), B, r2, r3, alpha, r2 / d)]


def coulomb_numerics(d, charge, size=18):
    """Polarizability from a Laguerre basis, without the closed solution."""
    beta = 0.8 * KAPPA
    x, weight = roots_laguerre(50)
    radius = x / (2 * beta)
    weight = weight / (2 * beta)
    functions, blocks = [], []
    for ell in range(3):
        a = 2 * ell + d - 1
        p, dp = [], []
        for j in range(size):
            lag = eval_genlaguerre(j, a, x)
            dlag = -eval_genlaguerre(j - 1, a + 1, x) if j else 0 * x
            value = radius**ell * lag
            slope = 2 * beta * radius**ell * dlag - beta * value
            if ell:
                slope = slope + ell * radius**(ell - 1) * lag
            scale = np.sqrt(np.sum(weight * radius**(d - 1) * value**2))
            p.append(value / scale)
            dp.append(slope / scale)
        p, dp = np.array(p), np.array(dp)
        measure = weight * radius**(d - 1)
        assert np.allclose((p * measure) @ p.T, np.eye(size), atol=1e-9)
        barrier = ell * (ell + d - 2)
        potential = barrier / (2 * radius**2) - charge / radius
        blocks.append((dp * measure / 2) @ dp.T
                      + (p * measure * potential) @ p.T)
        functions.append(p)
    dipoles = []
    for ell in range(2):
        if d == 2:
            angular = np.sqrt(0.5) if ell == 0 else 0.5
        else:
            angular = (ell + 1) / np.sqrt((2*ell + 1) * (2*ell + 3))
        dipoles.append(angular * (functions[ell] * weight * radius**d)
                       @ functions[ell + 1].T)
    e_s, c_s = eigh(blocks[0])
    e_p, c_p = eigh(blocks[1])
    strength = (c_s[:, 0] @ dipoles[0] @ c_p)**2
    terms = 2 * strength / (e_p - e_s[0])
    h0 = np.zeros((3 * size, 3 * size))
    dip = np.zeros_like(h0)
    for ell in range(3):
        here = slice(ell * size, (ell + 1) * size)
        h0[here, here] = blocks[ell]
        if ell < 2:
            there = slice((ell + 1) * size, (ell + 2) * size)
            dip[here, there] = dipoles[ell]
            dip[there, here] = dipoles[ell].T
    e_zero = eigh(h0, eigvals_only=True)[0]

    def from_field(field):
        e_field = eigh(h0 + field * dip, eigvals_only=True)[0]
        return 2 * (e_zero - e_field) / field**2

    field = 0.001 * KAPPA**3
    # Two fields remove the fourth-order energy from the estimate.
    alpha_field = (4 * from_field(field) - from_field(2 * field)) / 3
    return dict(energy=e_s[0], alpha=terms.sum(), field=alpha_field,
                x2=strength.sum(), gap=e_p[0] - e_s[0],
                share=terms[0] / terms.sum())


numeric = {
    "planar hydrogen": coulomb_numerics(2, KAPPA / 2),
    "3D hydrogen-like": coulomb_numerics(3, KAPPA),
}
for name, result in numeric.items():
    assert abs(result["energy"] + BINDING) < 1e-9
    assert abs(result["alpha"] / exact[name][4] - 1) < 1e-7
    assert abs(result["field"] / exact[name][4] - 1) < 1e-5
    assert abs(result["x2"] / exact[name][5] - 1) < 1e-7
assert abs(numeric["planar hydrogen"]["gap"] / BINDING - 8 / 9) < 1e-6
assert abs(numeric["3D hydrogen-like"]["gap"] / BINDING - 3 / 4) < 1e-6


# Zero-range potential: every dipole-excited state is a free p wave.
def continuum_dipole(q):
    return (np.sqrt(4 * KAPPA / (3 * np.pi))
            * 2 * q**2 / (q**2 + KAPPA**2)**2)


for q_test in (0.7, 3.0):
    direct = quad(lambda t: np.sqrt(2 / np.pi) * q_test * t
                  * spherical_jn(1, q_test * t) * t
                  * np.sqrt(2 * KAPPA) * np.exp(-KAPPA * t) / np.sqrt(3),
                  0, 20, limit=200)[0]
    assert abs(direct - continuum_dipole(q_test)) < 1e-8
alpha_continuum = quad(lambda q: 4 * continuum_dipole(q)**2
                       / (q**2 + KAPPA**2), 0, np.inf)[0]
x2_continuum = quad(lambda q: continuum_dipole(q)**2, 0, np.inf)[0]
assert abs(alpha_continuum / exact["zero-range"][4] - 1) < 1e-7
assert abs(x2_continuum / exact["zero-range"][5] - 1) < 1e-7


def square_well_alpha(well_radius):
    """Finite well with the same binding; the p wave also feels the well."""
    step = 0.000625
    grid = step * np.arange(1, 20000)
    edge = round(well_radius / step) - 1
    phase = brentq(lambda y: y * np.cos(y) + KAPPA * well_radius * np.sin(y),
                   np.pi / 2, np.pi)
    inner_k = phase / well_radius
    depth = (inner_k**2 + KAPPA**2) / 2
    potential = np.zeros_like(grid)
    potential[:edge] = -depth
    potential[edge] = -depth / 2
    chi = np.where(grid <= well_radius, np.sin(inner_k * grid),
                   np.sin(phase) * np.exp(-KAPPA * (grid - well_radius)))
    bands = np.zeros((2, grid.size))
    bands[0, 1:] = -0.5 / step**2
    bands[1] = 1 / step**2 + 1 / grid**2 + potential + KAPPA**2 / 2
    response = solveh_banded(bands, -grid * chi)
    return -2 / 3 * np.sum(grid * chi * response) / np.sum(chi**2)


radii = np.array([0.05, 0.025, 0.0125])
well_alphas = np.array([square_well_alpha(R) for R in radii])
well_limit = np.polyfit(radii, well_alphas, 2)[-1]
# The remaining error is cubic in the well radius, plus the grid error.
assert abs(well_limit / exact["zero-range"][4] - 1) < 2e-3
assert np.all(np.diff(np.abs(well_alphas - exact["zero-range"][4])) < 0)

# Mean excitation energies and the factorization of the ratios.
numeric["zero-range"] = dict(alpha=alpha_continuum, x2=x2_continuum,
                             gap=BINDING)
for result in numeric.values():
    result["mean"] = 2 * result["x2"] / result["alpha"]
    assert result["mean"] > result["gap"]
reference = numeric["3D hydrogen-like"]
expected = {"planar hydrogen": (7/12, 3/4, 7/9),
            "zero-range": (1/18, 1/6, 1/3)}
ratios = {}
for name, target in expected.items():
    result = numeric[name]
    ratios[name] = (result["alpha"] / reference["alpha"],
                    result["x2"] / reference["x2"],
                    reference["mean"] / result["mean"])
    assert np.allclose(ratios[name], target, rtol=1e-6)

si = physical_constants["atomic unit of electric polarizability"][0]
print(f"kappa = {KAPPA:.1f} a.u.; binding energy = {BINDING:.1f} hartree")
for name in cases:
    A, B, r2, r3, alpha, x2 = exact[name]
    result = numeric[name]
    print(f"[{name}]")
    print(f"  A = {A:.6f} a.u.; B = {B:.6f} a.u.")
    print(f"  <r^2> = {r2:.6f} bohr^2; <r^3> = {r3:.6f} bohr^3")
    print(f"  alpha, closed formula = {alpha:.7f} a.u.")
    print(f"  alpha, sum over states = {result['alpha']:.7f} a.u.")
    if "field" in result:
        print(f"  alpha, finite field = {result['field']:.7f} a.u.")
        print(f"  share of first excited level = {result['share']:.4f}")
    print(f"  alpha in SI = {alpha * si:.4e} C^2 m^2/J")
    print(f"  <x^2> = {x2:.6f} bohr^2")
    print(f"  first excitation or threshold = {result['gap']:.6f} hartree")
    print(f"  mean excitation energy = {result['mean']:.6f} hartree")
for name, (total, size_factor, energy_factor) in ratios.items():
    print(f"{name} / 3D hydrogen-like: alpha ratio = {total:.6f}")
    print(f"  size factor = {size_factor:.6f}; "
          f"energy factor = {energy_factor:.6f}")
for R, value in zip(radii, well_alphas):
    print(f"square well, radius {R:.4f} bohr: alpha = {value:.6f} a.u.")
print(f"square wells, zero-radius limit: alpha = {well_limit:.6f} a.u.")
print("success")
```

Output:

```
kappa = 2.0 a.u.; binding energy = 2.0 hartree
[planar hydrogen]
  A = -0.187500 a.u.; B = -0.250000 a.u.
  <r^2> = 0.375000 bohr^2; <r^3> = 0.375000 bohr^3
  alpha, closed formula = 0.1640625 a.u.
  alpha, sum over states = 0.1640625 a.u.
  alpha, finite field = 0.1640625 a.u.
  share of first excited level = 0.4068
  alpha in SI = 2.7050e-42 C^2 m^2/J
  <x^2> = 0.187500 bohr^2
  first excitation or threshold = 1.777778 hartree
  mean excitation energy = 2.285714 hartree
[3D hydrogen-like]
  A = -0.250000 a.u.; B = -0.250000 a.u.
  <r^2> = 0.750000 bohr^2; <r^3> = 0.937500 bohr^3
  alpha, closed formula = 0.2812500 a.u.
  alpha, sum over states = 0.2812500 a.u.
  alpha, finite field = 0.2812500 a.u.
  share of first excited level = 0.6577
  alpha in SI = 4.6372e-42 C^2 m^2/J
  <x^2> = 0.250000 bohr^2
  first excitation or threshold = 1.500000 hartree
  mean excitation energy = 1.777778 hartree
[zero-range]
  A = 0.000000 a.u.; B = -0.250000 a.u.
  <r^2> = 0.125000 bohr^2; <r^3> = 0.093750 bohr^3
  alpha, closed formula = 0.0156250 a.u.
  alpha, sum over states = 0.0156250 a.u.
  alpha in SI = 2.5762e-43 C^2 m^2/J
  <x^2> = 0.041667 bohr^2
  first excitation or threshold = 2.000000 hartree
  mean excitation energy = 5.333333 hartree
planar hydrogen / 3D hydrogen-like: alpha ratio = 0.583333
  size factor = 0.750000; energy factor = 0.777778
zero-range / 3D hydrogen-like: alpha ratio = 0.055556
  size factor = 0.166667; energy factor = 0.333333
square well, radius 0.0500 bohr: alpha = 0.017291 a.u.
square well, radius 0.0250 bohr: alpha = 0.016431 a.u.
square well, radius 0.0125 bohr: alpha = 0.016022 a.u.
square wells, zero-radius limit: alpha = 0.015626 a.u.
success
```
